# Sliding Polarization of Parallel-Stacked Honeycomb Bilayers from Symmetry: verification in Python

```python
# Result under test: for two identical, parallel honeycomb layers with unlike
# sublattices B and N, the out-of-plane dipole per area obeys
#   P(r) = P1*[sin(G1.r)+sin(G2.r)+sin(G3.r)] + small higher harmonics,
# and P(AB) = -P(BA) exactly. r: in-plane shift of the top layer;
# G1=b1, G2=b2, G3=-b1-b2: first-shell reciprocal vectors.
# Shifts are in fractions of a1=a(1,0), a2=a(1/2,sqrt(3)/2).
# AB: r=(a1+a2)/3, top B above bottom N; BA: the opposite shift.
# P comes from layer charges of a diagonalized p_z tight-binding model.
# Internal units: nm, eV, elementary charge. Positive P points upward.
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.special import j0

LATTICE = 0.25          # nm
SPACING = 0.33          # nm, also the reference distance of the hopping
SITE = 2.5              # eV, B at +SITE and N at -SITE
HOP_PLANE = 2.5         # eV
HOP_VERTICAL = 0.5      # eV
DECAY = 0.045           # nm
CELL = LATTICE * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
AREA = abs(np.linalg.det(CELL))
RECIP = 2 * np.pi * np.linalg.inv(CELL).T
G_LEN = np.linalg.norm(RECIP[0])
BASIS = np.array([[0.0, 0.0], [1 / 3, 1 / 3]])
CELLS = np.array([(i, j) for i in range(-8, 9) for j in range(-8, 9)])
AB = np.array([1 / 3, 1 / 3])
PC_PER_M = const.e * 1e9 * 1e12       # one e/nm in pC/m
VOLT = const.e * 1e9 / const.epsilon_0  # potential step of one e/nm, in V
BN = (SITE, -SITE)


def hopping(lateral, spacing):
    distance = np.sqrt(lateral**2 + spacing**2)
    return (HOP_VERTICAL * (spacing / distance)**2
            * np.exp(-(distance - SPACING) / DECAY))


@lru_cache(maxsize=None)
def mesh(n_k):
    k = np.array([(i, j) for i in range(n_k) for j in range(n_k)]) / n_k
    phases = np.exp(2j * np.pi * k @ CELLS.T)
    plane = -HOP_PLANE * (1 + np.exp(-2j * np.pi * k[:, 0])
                          + np.exp(-2j * np.pi * k[:, 1]))
    return phases, plane


def interlayer(shift, spacing, n_k):
    phases, _ = mesh(n_k)
    block = np.empty((n_k**2, 2, 2), complex)
    for i in range(2):
        for j in range(2):
            offset = (CELLS + BASIS[j] + np.asarray(shift) - BASIS[i]) @ CELL
            block[:, i, j] = phases @ hopping(
                np.linalg.norm(offset, axis=1), spacing)
    return block


def solve(shift, spacing=SPACING, bottom=BN, top=BN, n_k=18,
          strength=1.0, bias=0.0):
    """Dipole per area (e/nm) and smallest direct gap (eV).
    bias: electron energy of top layer minus that of bottom layer."""
    _, plane = mesh(n_k)
    ham = np.zeros((n_k**2, 4, 4), complex)
    for start, sites, sign in ((0, bottom, -1), (2, top, 1)):
        # The in-plane bond vector is reversed if the top species are swapped
        # only in label; positions of the two sublattices stay as they are.
        ham[:, start, start] = sites[0] + sign * bias / 2
        ham[:, start + 1, start + 1] = sites[1] + sign * bias / 2
        ham[:, start, start + 1] = plane
        ham[:, start + 1, start] = plane.conj()
    block = strength * interlayer(shift, spacing, n_k)
    ham[:, :2, 2:] = block
    ham[:, 2:, :2] = block.conj().transpose(0, 2, 1)
    energy, vectors = np.linalg.eigh(ham)
    weight = np.abs(vectors[:, :, :2])**2
    n_bottom = 2 * weight[:, :2].sum() / n_k**2
    n_top = 2 * weight[:, 2:].sum() / n_k**2
    dipole = -spacing / 2 * (n_top - n_bottom) / AREA
    return dipole, (energy[:, 2] - energy[:, 1]).min()


def pol(shift, **options):
    return solve(shift, **options)[0]


def second_order(shift, strength=1.0, n_k=18):
    _, plane = mesh(n_k)
    ham = np.zeros((n_k**2, 2, 2), complex)
    ham[:, 0, 0], ham[:, 1, 1] = BN
    ham[:, 0, 1], ham[:, 1, 0] = plane, plane.conj()
    energy, vec = np.linalg.eigh(ham)
    block = strength * interlayer(shift, SPACING, n_k)
    element = vec.conj().transpose(0, 2, 1) @ block @ vec
    up = np.abs(element[:, 0, 1])**2
    down = np.abs(element[:, 1, 0])**2
    moved = np.mean((up - down) / (energy[:, 1] - energy[:, 0])**2)
    return -2 * SPACING * moved / AREA


N_SHIFT = 12
FRACTION = np.arange(N_SHIFT) / N_SHIFT
X1, X2 = np.meshgrid(FRACTION, FRACTION, indexing="ij")
FIRST = [(1, 0), (0, 1), (-1, -1)]
SECOND = [(1, -1), (1, 2), (-2, -1)]
DOUBLE = [(2, 0), (0, 2), (-2, -2)]


def sine_sum(x1, x2):
    return sum(np.sin(2 * np.pi * (m * x1 + n * x2)) for m, n in FIRST)


def cosine_sum(x1, x2):
    return sum(np.cos(2 * np.pi * (m * x1 + n * x2)) for m, n in FIRST)


def analyse(spacing_map):
    grid = np.array([[pol((X1[i, j], X2[i, j]), spacing=spacing_map[i, j])
                      for j in range(N_SHIFT)] for i in range(N_SHIFT)])
    coeff = np.fft.fft2(grid) / N_SHIFT**2
    shells = [np.array([-2 * coeff[m].imag for m in shell])
              for shell in (FIRST, SECOND, DOUBLE)]
    misfit = (np.abs(grid - shells[0].mean() * sine_sum(X1, X2)).max()
              / np.abs(grid).max())
    return grid, coeff, shells, misfit


# Symmetries at a general shift, and exact zeros
TINY = 1e-8  # e/nm; covers the cut-off of the interlayer lattice sum
x, y = 0.17, 0.29
p_general = pol((x, y))
assert abs(p_general) > 1e-4
assert abs(pol((-x, -y)) + p_general) < TINY
assert abs(pol((-x - y, x)) - p_general) < TINY
assert abs(pol((y, x)) - p_general) < TINY
assert abs(pol((x + 1, y)) - p_general) < TINY
for zero_shift in ((0, 0), (0.5, 0), (0.23, 0), (-0.23, 0.23)):
    assert abs(pol(zero_shift)) < TINY

# Harmonics of the computed map
grid, coeff, shells, misfit = analyse(np.full((N_SHIFT, N_SHIFT), SPACING))
p1, p_double = shells[0].mean(), shells[2].mean()
p_ab, gap = solve(AB)
p_ba = pol(-AB)
assert np.abs(coeff.real).max() < TINY
assert np.ptp(shells[0]) < TINY and np.ptp(shells[2]) < TINY
assert np.abs(shells[1]).max() < TINY
assert abs(p_ab + p_ba) < TINY
assert abs(p_double) < 0.1 * abs(p1) and misfit < 0.1
assert abs(p_ab / (1.5 * np.sqrt(3) * p1) - 1) < 0.1
assert abs(pol(AB, n_k=24) / p_ab - 1) < 1e-3

# Controls: equal sublattices, antiparallel layers, unlike layers
p_equal = pol((x, y), bottom=(0, 0), top=(0, 0), n_k=16)
p_anti = pol((x, y), top=(-SITE, SITE))
p_unlike_aa = pol((0, 0), top=(0.8 * SITE, -0.8 * SITE))
unlike_sum = (pol(AB, top=(0.8 * SITE, -0.8 * SITE))
              + pol(-AB, top=(0.8 * SITE, -0.8 * SITE)))
assert abs(p_equal) < TINY and abs(p_anti) < TINY
assert abs(unlike_sum) > 100 * TINY

# Second-order charge transfer against diagonalization at weak coupling
weak = 0.05
assert abs(second_order(AB, weak) / pol(AB, strength=weak) - 1) < 0.01
p_second = second_order(AB)

# Hopping transform and Poisson summation at a general k and offset
nodes, weights = np.polynomial.legendre.leggauss(500)
radius, weights = nodes + 1.0, weights  # interval from 0 to 2 nm


def transform(q):
    return 2 * np.pi * np.sum(
        weights * radius * hopping(radius, SPACING) * j0(q * radius))


k_frac, offset = np.array([0.21, 0.34]), np.array([0.15, 0.40])
direct = np.sum(np.exp(2j * np.pi * CELLS @ k_frac) * hopping(
    np.linalg.norm((CELLS + offset) @ CELL, axis=1), SPACING))
poisson = 0
for m in range(-5, 6):
    for n in range(-5, 6):
        q_frac = k_frac + (m, n)
        poisson += (transform(np.linalg.norm(q_frac @ RECIP)) / AREA
                    * np.exp(-2j * np.pi * q_frac @ offset))
assert abs(direct - poisson) < 1e-6
t_half, t_full = transform(G_LEN / 2), transform(G_LEN)
assert 0 < t_full < t_half

# Higher harmonics fade as the layers are moved apart
near, far = 0.28, 0.43
misfit_near = analyse(np.full((N_SHIFT, N_SHIFT), near))[3]
misfit_far = analyse(np.full((N_SHIFT, N_SHIFT), far))[3]
assert misfit_far < misfit_near

# Stacking-dependent spacing: largest at AA, smallest at AB and BA
rise = 0.025
corrugated = SPACING + rise * (cosine_sum(X1, X2) + 1.5) / 4.5
grid_c, _, shells_c, misfit_c = analyse(corrugated)
reverse = (-np.arange(N_SHIFT)) % N_SHIFT
assert np.abs(grid_c + grid_c[np.ix_(reverse, reverse)]).max() < TINY

# Electrostatic feedback of the dipole on the layer energies
p_feedback = p_ab
for _ in range(60):
    p_feedback = 0.5 * p_feedback + 0.5 * pol(AB, bias=-VOLT * p_feedback)
assert abs(pol(AB, bias=-VOLT * p_feedback) - p_feedback) < TINY

# Applied upward field, thermal sliding, thermal carriers
field = 0.1                             # V/nm, equal to 1 MV/cm
p_field = pol(AB, bias=field * SPACING)
assert p_field > p_ab
energy_split = 2 * abs(p_ab) * AREA * field * 1000
slide = 0.01                            # nm, rms along each in-plane axis
reduction = np.exp(-(G_LEN * slide)**2 / 2)
h_nodes, h_weights = np.polynomial.hermite_e.hermegauss(20)
ux, uy = np.meshgrid(slide * h_nodes, slide * h_nodes, indexing="ij")
moved = np.stack([ux, uy], axis=-1) @ np.linalg.inv(CELL) + AB
average = np.sum(np.outer(h_weights, h_weights)
                 * sine_sum(moved[..., 0], moved[..., 1])) / (2 * np.pi)
assert abs(average / sine_sum(*AB) - reduction) < 1e-10
temperature = 300.0
k_t = const.k * temperature / const.e
permittivity = 3.0

print(f"lattice constant {LATTICE} nm, layer spacing {SPACING} nm")
print(f"site energies +/-{SITE} eV, in-plane hopping {HOP_PLANE} eV")
print(f"vertical hopping {HOP_VERTICAL} eV, decay length {DECAY} nm")
print(f"cell area {AREA:.5f} nm^2, |G1| {G_LEN:.3f} 1/nm")
print(f"sine sum at AB {sine_sum(*AB):.5f}, at BA {sine_sum(*-AB):.5f}")
print(f"P at AB {p_ab * PC_PER_M:.4f} pC/m")
print(f"P at BA {p_ba * PC_PER_M:.4f} pC/m")
bulk = p_ab * const.e * 1e9 / (2 * SPACING * 1e-9) * 100
print(f"P at AB over thickness 2d {bulk:.4f} uC/cm2")
print(f"net electrons moved up at AB {-p_ab * AREA / SPACING:.6f} per cell")
print(f"first-shell amplitude P1 {p1 * PC_PER_M:.4f} pC/m")
print(f"largest second-shell amplitude "
      f"{np.abs(shells[1]).max() * PC_PER_M:.1e} pC/m")
print(f"2G-shell amplitude {p_double * PC_PER_M:.5f} pC/m")
print(f"ratio of 2G to first shell {p_double / p1:.5f}")
print(f"largest misfit of three-sine law {100 * misfit:.3f} % of peak")
for step in (1 / 12, 1 / 6, 1 / 4, 1 / 3, 5 / 12):
    print(f"shift {step:.4f}(a1+a2): P {pol((step, step)) * PC_PER_M:.4f}, "
          f"three-sine {p1 * sine_sum(step, step) * PC_PER_M:.4f} pC/m")
print(f"equal sublattices, general shift: P {p_equal * PC_PER_M:.1e} pC/m")
print(f"antiparallel, general shift: P {p_anti * PC_PER_M:.1e} pC/m")
print(f"top site energies cut by 20 %: P at AA "
      f"{p_unlike_aa * PC_PER_M:.4f} pC/m")
print(f"same unlike layers: P(AB)+P(BA) {unlike_sum * PC_PER_M:.4f} pC/m")
print(f"second-order P at AB {p_second * PC_PER_M:.4f} pC/m")
print(f"hopping transform at |G1|/2 {t_half:.3e}, "
      f"at |G1| {t_full:.3e} eV nm^2")
print(f"squared ratio of these transforms {(t_full / t_half)**2:.2e}")
print(f"misfit at spacing {near} nm {100 * misfit_near:.3f} %")
print(f"misfit at spacing {far} nm {100 * misfit_far:.4f} %")
print(f"AA spacing raised by {rise} nm: P1 "
      f"{shells_c[0].mean() * PC_PER_M:.4f} pC/m")
print(f"same: 2G amplitude {shells_c[2].mean() * PC_PER_M:.4f} pC/m, "
      f"misfit {100 * misfit_c:.2f} %")
print(f"potential step of bare P at AB {VOLT * p_ab:.4f} V")
print(f"P at AB with feedback {p_feedback * PC_PER_M:.4f} pC/m")
print(f"P at AB over rough permittivity {permittivity:.0f}: "
      f"{p_ab / permittivity * PC_PER_M:.4f} pC/m")
print(f"applied upward field {field * 10:.1f} MV/cm")
print(f"field-induced change of P at AB "
      f"{(p_field - p_ab) * PC_PER_M:.5f} pC/m")
print(f"AB-BA energy difference in field {energy_split:.5f} meV per cell")
print(f"thermal sliding {slide} nm rms per axis: "
      f"P1 factor {reduction:.4f}")
print(f"smallest direct gap at AB on k mesh {gap:.4f} eV")
print(f"carrier factor exp(-gap/2kT) at {temperature:.0f} K "
      f"{np.exp(-gap / (2 * k_t)):.1e}")
print("checks complete")
```

Running it gives:

```
lattice constant 0.25 nm, layer spacing 0.33 nm
site energies +/-2.5 eV, in-plane hopping 2.5 eV
vertical hopping 0.5 eV, decay length 0.045 nm
cell area 0.05413 nm^2, |G1| 29.021 1/nm
sine sum at AB 2.59808, at BA -2.59808
P at AB -2.4992 pC/m
P at BA 2.4992 pC/m
P at AB over thickness 2d -0.3787 uC/cm2
net electrons moved up at AB 0.002558 per cell
first-shell amplitude P1 -0.9626 pC/m
largest second-shell amplitude 1.9e-14 pC/m
2G-shell amplitude -0.00067 pC/m
ratio of 2G to first shell 0.00070
largest misfit of three-sine law 0.071 % of peak
shift 0.0833(a1+a2): P -0.1296, three-sine -0.1290 pC/m
shift 0.1667(a1+a2): P -0.8354, three-sine -0.8336 pC/m
shift 0.2500(a1+a2): P -1.9251, three-sine -1.9252 pC/m
shift 0.3333(a1+a2): P -2.4992, three-sine -2.5008 pC/m
shift 0.4167(a1+a2): P -1.7956, three-sine -1.7962 pC/m
equal sublattices, general shift: P -0.0e+00 pC/m
antiparallel, general shift: P -0.0e+00 pC/m
top site energies cut by 20 %: P at AA 0.3181 pC/m
same unlike layers: P(AB)+P(BA) 0.4312 pC/m
second-order P at AB -2.5090 pC/m
hopping transform at |G1|/2 9.839e-03, at |G1| 3.497e-04 eV nm^2
squared ratio of these transforms 1.26e-03
misfit at spacing 0.28 nm 2.075 %
misfit at spacing 0.43 nm 0.0203 %
AA spacing raised by 0.025 nm: P1 -0.8533 pC/m
same: 2G amplitude 0.0965 pC/m, misfit 11.30 %
potential step of bare P at AB -0.2823 V
P at AB with feedback -2.2594 pC/m
P at AB over rough permittivity 3: -0.8331 pC/m
applied upward field 1.0 MV/cm
field-induced change of P at AB 0.03211 pC/m
AB-BA energy difference in field 0.16886 meV per cell
thermal sliding 0.01 nm rms per axis: P1 factor 0.9588
smallest direct gap at AB on k mesh 5.0000 eV
carrier factor exp(-gap/2kT) at 300 K 1.0e-42
checks complete
```
